# Bethe-lattice cavity recursion, Kesten–McKay density and semicircular limit

## Which bath to put around a site

A calculation on the Bethe lattice has to choose the function that represents the surroundings of one site. With $G$ the local Green function, $G_c$ the cavity function defined below, and $\Delta$ the hybridization in $G=1/(\omega-\Delta)$, the two candidates are

$$\Delta=z t^2G_c\qquad\text{and}\qquad \Delta=t_*^2G,\qquad t_*=\sqrt z\,t .$$

The first holds at every coordination number $z\ge2$. The second is its limit for $z\to\infty$ at fixed $t_*$. They produce different densities of states: the Kesten–McKay form and the semicircle. At $z=4$ and the complex energy of the example used throughout, solving self-consistently with the second bath instead of the first changes $G$ by about 7% of its modulus; the size of this change depends on the energy. A program that takes $G$ from the finite-$z$ density and then applies the second update makes a different error: at the same energy its bath is off by 16% of $|zt^2G_c|$, as Eq. (11) shows.

## Model and conventions

Each site carries one orbital of energy zero and has $z$ neighbours. The lattice is infinite and has no closed loops. There is no interaction, and

$$H=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t>0,$$

where each bond is counted once. The algebra is in atomic units, so $\hbar=1$ and $\omega$ is an energy. No length enters. For $\operatorname{Im}\omega>0$ the local function is

$$G(\omega)=\langle0|(\omega-H)^{-1}|0\rangle .$$

Its imaginary part has a definite sign. Let $\psi=(\omega-H)^{-1}|0\rangle$, so that $|0\rangle=(\omega-H)\psi$. Then

$$G=\langle0|\psi\rangle=\omega^*\langle\psi|\psi\rangle-\langle\psi|H|\psi\rangle .$$

The last term is real because $H$ is Hermitian. Hence $\operatorname{Im}G=-\operatorname{Im}\omega\,\langle\psi|\psi\rangle<0$. The argument holds for the diagonal element at any site of any such lattice, and it will select the physical root of a quadratic equation.

The example has $z=4$ and $t_*=1$ eV, hence $t=1/\sqrt4=0.5$ eV. Its complex energy is $\omega=0.5+0.5i$ eV.

## Eliminating everything except one site

Write $(\omega-H)\psi=|0\rangle$ in components. At site 0, with $i$ running over its neighbours,

$$\omega\psi_0+t\sum_i\psi_i=1 .$$

Let $H'$ be the Hamiltonian with site 0 deleted, and $\psi'$ the part of $\psi$ on the remaining sites. Their equations are

$$(\omega-H')\psi'=-t\,\psi_0\sum_j|j\rangle ,$$

where $j$ also runs over the neighbours of site 0. The right side is the hopping from site 0, moved across the equation. With $G^{(0)}=(\omega-H')^{-1}$ this gives $\psi_i=-t\psi_0\sum_jG^{(0)}_{ij}$. Inserting it in the first equation and using $\psi_0=G$,

$$\frac1G=\omega-t^2\sum_{ij}G^{(0)}_{ij}. \tag{1}$$

The two hopping matrix elements $-t$, out of site 0 and back, multiply to $+t^2$, so the explicit prefactor does not depend on the sign of the hopping. Equation (1) has not used the absence of loops. On a lattice with loops of odd length the elements $G^{(0)}_{ij}$ can still depend on that sign; on the tree, equations (2) and (3) below contain only $t^2$.

The terms with $i\ne j$ describe an electron that leaves site 0 through one neighbour and returns through another. On a ring of four sites such a path exists. With the example's $t$ and $\omega$, direct inversion and the full sum in (1) both give $G=0.400-0.800i$ eV$^{-1}$. Keeping the diagonal terms alone gives $0.235-0.941i$ eV$^{-1}$, which is wrong.

## The recursion on the tree

On a loop-free lattice, any path between two neighbours of site 0 passes through site 0. Deleting that site therefore separates its neighbours, and $G^{(0)}_{ij}=0$ for $i\ne j$. The $z$ diagonal elements are equal by symmetry. Their common value is the cavity function $G_c$, so

$$G=\frac1{\omega-z t^2G_c}. \tag{2}$$

Now apply (1) to the root of one detached branch. One of its original neighbours is gone, so $z-1$ remain. Deleting the root leaves $z-1$ branches, each identical to the infinite branch just considered. With $K=(z-1)t^2$,

$$G_c=\frac1{\omega-KG_c}. \tag{3}$$

The factor is $z$ in (2) and $z-1$ in (3) because the centre has kept all its neighbours and the branch root has lost one. In the example $zt^2=1$ eV² and $K=0.75$ eV².

### Choosing the root

Equation (3) is the quadratic $Kg^2-\omega g+1=0$. Its two roots have product $1/K$. Either root satisfies $\omega=1/g+Kg$. Since $\operatorname{Im}(1/g)=-\operatorname{Im}g/|g|^2$,

$$\operatorname{Im}\omega=\operatorname{Im}g\left(K-\frac1{|g|^2}\right). \tag{4}$$

For $\operatorname{Im}\omega>0$ the bracket cannot vanish, so neither root has modulus $1/\sqrt K$. As the moduli multiply to $1/K$, one root, $g_-$, is smaller than $1/\sqrt K$ and the other, $g_+$, is larger. By (4), $\operatorname{Im}g_-<0$ and $\operatorname{Im}g_+>0$. The sign rule for diagonal elements gives $G_c=g_-$.

For a program, the convenient form is

$$G_c=\frac{\omega}{2K}\left(1-s\right),\qquad s=\sqrt{1-\frac{4K}{\omega^2}}, \tag{5}$$

with the principal square root, $\operatorname{Re}s\ge0$. The value $\operatorname{Re}s=0$ would require $\omega^2$ to be real with $0<\omega^2\le4K$, hence a real $\omega$. Above the real axis $\operatorname{Re}s>0$, so $|1-s|<|1+s|$ and (5) is the smaller root. Two limits apply in floating point. For $|\omega|^2\gg K$, $s$ is close to 1 and $1-s$ loses digits by cancellation. Since $(1-s)(1+s)=4K/\omega^2$, the same root is $G_c=2/[\omega(1+s)]$, where $|1+s|>1$ and nothing cancels. For real $\omega$ inside the band, $s$ lies on the branch cut and (5) can return the wrong root; there (7) below is to be used.

Writing $\omega-\sqrt{\omega^2-4K}$ with a principal root is not equivalent. For $\operatorname{Re}\omega<0$ the required square root behaves as $\omega$ at large $|\omega|$ and so has a negative real part, which the principal root does not have.

### Iteration and finite trees

A single site has $g_0=1/\omega$. A branch with $n$ further generations below its root obeys

$$g_{n+1}=\frac1{\omega-Kg_n}.$$

If $\operatorname{Im}g_n<0$, the denominator has a positive imaginary part. It cannot vanish, and $\operatorname{Im}g_{n+1}<0$ again. To obtain the rate of convergence, subtract the fixed-point equation of either root:

$$g_{n+1}-g_\pm=\frac{K(g_n-g_\pm)}{(\omega-Kg_n)(\omega-Kg_\pm)}
=K g_{n+1}g_\pm(g_n-g_\pm). \tag{6}$$

Dividing the equation for $g_-$ by that for $g_+$ removes $Kg_{n+1}$:

$$\frac{g_{n+1}-g_-}{g_{n+1}-g_+}=\frac{g_-}{g_+}\,\frac{g_n-g_-}{g_n-g_+},
\qquad \frac{g_-}{g_+}=Kg_-^2 .$$

The last equality uses $g_-g_+=1/K$. The factor has modulus below one, so the left-hand ratio tends to zero and $g_n\to g_-$. By (6), the error itself is eventually multiplied by $KG_c^2$ per step.

In the example $g_0=1-i$ eV$^{-1}$. The next denominator is $0.5+0.5i-0.75(1-i)=-0.25+1.25i$ eV, whose inverse is $g_1=-0.154-0.769i$ eV$^{-1}$. The sequence settles at

$$G_c=0.2374-0.8253i\ \text{eV}^{-1}.$$

The error is $0.037$ eV$^{-1}$ at $n=5$ and $0.0019$ eV$^{-1}$ at $n=10$. Its measured reduction per step, 0.553, agrees with $K|G_c|^2$. Equation (2) then gives

$$G=\frac1{0.5+0.5i-(0.2374-0.8253i)}=0.1438-0.7260i\ \text{eV}^{-1}.$$

A finite tree with six generations around its centre has 1457 sites. Its centre is described by (2) with $G_c$ replaced by $g_5$. This gives $0.1261-0.7165i$ eV$^{-1}$, and direct inversion of the tree's matrix gives the same number. The remaining distance from the infinite lattice is about 3% of $|G|$.

Near the real axis the iteration slows down. Put $\omega=\varepsilon+i\eta$ and rearrange (4):

$$1-K|G_c|^2=\frac{\eta|G_c|^2}{|\operatorname{Im}G_c|}\simeq\frac{2\eta}{\sqrt{4K-\varepsilon^2}} .$$

The last form holds for small $\eta$ inside the band; it uses the real-axis value (7) below, for which $|G_c|^2=1/K$. The number of steps needed therefore grows as $1/\eta$, while (5) costs the same at every $\eta$.

### The centre is not the site average

Shell $n$ of a finite tree contains $z(z-1)^{n-1}$ sites. For $L$ generations and $z>2$ the total is

$$N=1+z\,\frac{(z-1)^L-1}{z-2}.$$

The outermost shell therefore holds a fraction of the sites that tends to $(z-2)/(z-1)$ as $L$ grows. In the six-generation tree it is 0.667. The surface does not become negligible.

The second moment of the spectrum shows the consequence. At one site it equals $t^2$ times the number of neighbours. Averaged over a finite tree this is $2(N-1)t^2/N$, because $N-1$ bonds each have two ends. The example gives $1.9986\,t^2$, whereas a site of the infinite lattice has $4t^2$. For $z>2$, diagonalizing a finite tree and averaging over all its sites does not produce the density derived next. The chain, $z=2$, is the exception: its surface is two sites, and the averaged second moment tends to $zt^2$.

## The Kesten–McKay density of states

The local density of states is $\rho(\varepsilon)=-\operatorname{Im}G(\varepsilon+i0)/\pi$. For $|\varepsilon|<2\sqrt K$ the roots of (3) are complex conjugates on the real axis. The one with negative imaginary part is

$$G_c=\frac{\varepsilon-iS}{2K},\qquad S=\sqrt{4K-\varepsilon^2}. \tag{7}$$

Let $D=\varepsilon-zt^2G_c$ be the denominator in (2), and let $a=zt^2/(2K)=z/[2(z-1)]$. Then

$$D=(1-a)\varepsilon+iaS,\qquad 1-a=\frac{z-2}{2(z-1)}.$$

Since $\operatorname{Im}(1/D)=-aS/|D|^2$, the density is $\rho=aS/(\pi|D|^2)$. The squared modulus is

$$|D|^2=\frac{(z-2)^2\varepsilon^2+z^2\left[4(z-1)t^2-\varepsilon^2\right]}{4(z-1)^2}.$$

The coefficient of $\varepsilon^2$ in the numerator is $(z-2)^2-z^2=-4(z-1)$. One factor $4(z-1)$ cancels, leaving

$$|D|^2=\frac{z^2t^2-\varepsilon^2}{z-1}.$$

Multiplying by $a=z/[2(z-1)]$ cancels the remaining $z-1$:

$$\boxed{\rho(\varepsilon)=\frac{z\sqrt{4(z-1)t^2-\varepsilon^2}}{2\pi\,(z^2t^2-\varepsilon^2)},\qquad |\varepsilon|<2t\sqrt{z-1}.} \tag{8}$$

### No weight outside the band

For $|\varepsilon|>2\sqrt K$, equation (5) gives a real $G_c$. Spectral weight could then come only from a zero of $D$, that is, from $G_c=\varepsilon/(zt^2)$. Inserting this value in $KG_c^2-\varepsilon G_c+1=0$ gives

$$\frac{\varepsilon^2}{z^2t^2}\big[(z-1)-z\big]+1=0,\qquad \varepsilon=\pm zt .$$

These are candidates, because the quadratic also contains the rejected root. For $z>2$ and $\varepsilon=zt$, one has $\sqrt{\varepsilon^2-4K}=(z-2)t$, and the physical root is

$$G_c=\frac{zt-(z-2)t}{2(z-1)t^2}=\frac1{(z-1)t}.$$

The denominator is $D=zt-zt/(z-1)=zt(z-2)/(z-1)$, which is not zero. Hence

$$G(zt)=\frac{z-1}{z(z-2)t},$$

and the point $-zt$ follows by symmetry. At the band edge $\varepsilon=2\sqrt K$, $G_c=1/\sqrt K$ and $D=t(z-2)/\sqrt{z-1}$, again nonzero. There are no isolated levels, and (8) carries the full weight 1. In the example $G(2\ \text{eV})=3/(4\cdot2\cdot0.5)=0.75$ eV$^{-1}$, which the spectral integral over (8) reproduces.

For $z=2$ the lattice is a chain, and (8) becomes $1/(\pi\sqrt{4t^2-\varepsilon^2})$. The points $\pm zt$ now coincide with the band edges. The density diverges there, but its integral is 1, so no separate level is missing.

### Moments and shape

The moments $\mu_n=\int\varepsilon^n\rho\,d\varepsilon=\langle0|H^n|0\rangle$ count closed walks. A two-step walk goes to any neighbour and back, so $\mu_2=zt^2$. A four-step walk either makes two such excursions, in $z^2$ ways, or goes two sites out and returns, in $z(z-1)$ ways. Thus

$$\mu_4=z(2z-1)t^4 .$$

For $z=4$ the numbers are 4 and 28, as found by explicit counting.

To locate the maxima, set $x=\varepsilon^2$ and differentiate the logarithm of (8):

$$\frac{d\ln\rho}{dx}=\frac1{z^2t^2-x}-\frac1{2(4K-x)}
=\frac{8K-z^2t^2-x}{2(z^2t^2-x)(4K-x)} .$$

For $z>2$ the denominator is positive inside the band. The density rises with $|\varepsilon|$ until $\varepsilon^2=[8(z-1)-z^2]t^2$, provided this is positive. That is so for $z=3,4,5,6$, which have two symmetric maxima and a central dip. For $z\ge7$ there is one maximum, at the centre.

In the example the maxima lie at $\varepsilon=\pm\sqrt{8\cdot0.25}=\pm1.414$ eV, with height

$$\rho=\frac{4\sqrt{3-2}}{2\pi(4-2)}=0.318\ \text{eV}^{-1}.$$

The central value is lower, $\rho(0)=0.2757$ eV$^{-1}$, or 7.501 per hartree. The band edge is at $2\cdot0.5\sqrt3=1.732$ eV, or 0.06365 hartree.

## The semicircular limit

At fixed $t$ the second moment $zt^2$ grows without bound as neighbours are added. A finite limiting width requires $t\propto1/\sqrt z$. Setting $t=t_*/\sqrt z$ in (8) gives

$$\rho_z(\varepsilon)=\frac{\sqrt{4t_*^2(1-1/z)-\varepsilon^2}}{2\pi t_*^2\,[1-\varepsilon^2/(zt_*^2)]} . \tag{9}$$

At fixed $\varepsilon$ both $1/z$ terms vanish in the limit, so

$$\boxed{\rho_\infty(\varepsilon)=\frac{\sqrt{4t_*^2-\varepsilon^2}}{2\pi t_*^2},\qquad |\varepsilon|\le2t_*.} \tag{10}$$

To leading order in $1/z$, the square root in (9) is reduced by the relative amount $2t_*^2/[z(4t_*^2-\varepsilon^2)]$, and the denominator raises the density by $\varepsilon^2/(zt_*^2)$. Together,

$$\frac{\rho_z}{\rho_\infty}-1\simeq\frac1z\left[\frac{\varepsilon^2}{t_*^2}-\frac{2t_*^2}{4t_*^2-\varepsilon^2}\right].$$

This needs $4t_*^2-\varepsilon^2\gg4t_*^2/z$ and fails near the edge. At the finite-$z$ edge, $\varepsilon^2=4t_*^2(1-1/z)$, $\rho_z$ is zero while the semicircle still has the value

$$\rho_\infty=\frac{\sqrt{4t_*^2/z}}{2\pi t_*^2}=\frac1{\pi t_*\sqrt z}.$$

The approach is thus slower at the edge, as $1/\sqrt z$, than in the interior. On the energy grids tested for $z=4$, 10, 100 and 1000, this edge value is the largest deviation.

At $z=4$ the central density is 13% below the semicircle's 0.3183 eV$^{-1}$, and the edge deviation is 0.159 eV$^{-1}$. At $z=100$ the central density is 0.5% low, but the edge deviation is still 0.032 eV$^{-1}$, a tenth of the semicircle's height.

## The bath update and its error

Subtract the inverses of (2) and (3):

$$\frac1{G_c}-\frac1G=(zt^2-K)G_c=t^2G_c .$$

Multiplication by $GG_c$ gives $G-G_c=t^2G_c^2G$. Since $zt^2=t_*^2$, the two candidate baths differ by

$$t_*^2G-zt^2G_c=\frac{t_*^4}{z}\,G_c^2G. \tag{11}$$

At fixed $\omega$ above the real axis this vanishes as $1/z$: removing one neighbour out of many has little effect. The limiting local function obeys

$$G=\frac1{\omega-t_*^2G}. \tag{12}$$

This is (3) with $K$ replaced by $t_*^2$, so (5) and the root choice carry over with the same replacement. By (7), $-\operatorname{Im}G/\pi$ is then (10).

At the example's $\omega$, the difference (11) has modulus 0.136 eV, or 16% of $|zt^2G_c|$. It falls to 0.0047 eV at $z=100$ and 0.00047 eV at $z=1000$. Solving (12) gives $G=0.1876-0.7519i$ eV$^{-1}$, compared with $0.1438-0.7260i$ eV$^{-1}$ at $z=4$. This is the 7% change stated at the start.

The same formulas serve when an approximation such as dynamical mean-field theory supplies a self-energy $\Sigma(\omega)$ that is diagonal in the sites and equal on all of them. It enters the lattice resolvent as a number subtracted from $\omega$, so $G_c$ and $G$ are evaluated at $\omega-\Sigma(\omega)$. The root choice remains valid if $\operatorname{Im}(\omega-\Sigma)>0$. The calculation of $\Sigma$ is a separate problem, and a self-energy that connects different sites is outside these formulas. The numerical check printed below covers the case $\Sigma=0$.

## Table of computed values

```
coordination z: 4
scaled hopping t_star: 1.0000 eV
hopping t: 0.5000 eV
K = (z-1)t^2: 0.7500 eV^2
omega: 0.500000+0.500000i eV
ring G, direct inversion: 0.400000-0.800000i 1/eV
ring G, all cavity terms: 0.400000-0.800000i 1/eV
ring G, diagonal terms only: 0.235294-0.941176i 1/eV
branch g_0: 1.000000-1.000000i 1/eV, error 7.82e-01 1/eV
branch g_1: -0.153846-0.769231i 1/eV, error 3.95e-01 1/eV
branch g_2: 0.400000-0.700000i 1/eV, error 2.05e-01 1/eV
branch g_3: 0.183381-0.939828i 1/eV, error 1.27e-01 1/eV
branch g_5: 0.261701-0.853639i 1/eV, error 3.73e-02 1/eV
branch g_10: 0.238107-0.827132i 1/eV, error 1.91e-03 1/eV
branch g_20: 0.237437-0.825347i 1/eV, error 5.12e-06 1/eV
closed form Gc: 0.237438-0.825342i 1/eV
closed form G: 0.143832-0.726028i 1/eV
error factor per step, measured: 0.55317
error factor K|Gc|^2: 0.55318
finite tree: generations, sites: 6, 1457
tree centre G, direct inversion: 0.126143-0.716543i 1/eV
tree centre G, recursion: 0.126143-0.716543i 1/eV
surface fraction of finite tree: 0.6671
site-averaged second moment / t^2: 1.9986
imaginary shift for next lines: 0.0010 eV
rho(0.0 eV) recursion, formula: 0.27558, 0.27566 1/eV
rho(0.5 eV) recursion, formula: 0.28143, 0.28152 1/eV
rho(1.0 eV) recursion, formula: 0.29993, 0.30011 1/eV
rho(1.4 eV) recursion, formula: 0.31779, 0.31825 1/eV
closed walks, lengths 0,2,4,6,8: 1, 4, 28, 232, 2092
total weight of rho: 1.00000000
energy zt: 2.0000 eV
G(zt) from spectral integral: 0.750000 1/eV
band edge: 1.732051 eV = 0.063652 hartree
rho(0): 0.275664 1/eV = 7.50121 1/hartree
position of maximum: 1.4142 eV
rho at maximum: 0.318310 1/eV
semicircle edge: 2.0000 eV
semicircle rho(0): 0.318310 1/eV
z=4: rho(0), largest deviation: 0.275664, 0.159155 1/eV
z=10: rho(0), largest deviation: 0.301975, 0.100658 1/eV
z=100: rho(0), largest deviation: 0.316714, 0.031831 1/eV
z=1000: rho(0), largest deviation: 0.318151, 0.010066 1/eV
semicircle G at omega: 0.187621-0.751944i 1/eV
z=4: |z t^2 Gc - t_star^2 G|: 0.136475 eV
z=100: |z t^2 Gc - t_star^2 G|: 0.004682 eV
z=1000: |z t^2 Gc - t_star^2 G|: 0.000466 eV
```
